# Finding the grain-boundary reflection coefficient from a film's resistivity

## Question

I have a copper film, 200 nm thick, whose resistivity at room temperature is 2.38 times the bulk value. The mean spacing of grain boundaries along the current is $D=39$ nm, which is also about the bulk mean free path $\lambda$. I want the reflection coefficient $R$ of the boundaries from the Mayadas-Shatzkes formula,

$$\frac{\rho_0}{\rho}=3\left[\frac13-\frac{\alpha}{2}+\alpha^2-\alpha^3\ln\left(1+\frac1\alpha\right)\right],\qquad \alpha=\frac{\lambda}{D}\,\frac{R}{1-R}.$$

I am stuck on three points.

1. The logarithm prevents me from solving for $\alpha$. Is there one solution, and can I find it by hand?
2. When I try to derive $\alpha$ by counting reflections at partly reflecting planes, I get an extra factor of 2. Where is my mistake?
3. How many digits of $R$ should I believe?

## Answer

Your factor of 2 is not a mistake. It concerns what the symbol $R$ means, so I derive the formula first and then invert it.

### What one boundary does

Model a boundary as a plane normal to the current direction $x$, with potential $S\,\delta(x)$. The plane conserves the momentum parallel to itself, so only the wave number $k=k_Fc$ along $x$ matters. Here $k_F$ is the Fermi wave number and $c$ is the cosine of the angle between the electron's velocity and $x$. Take $c>0$ for the moment.

Let the wave be $e^{ikx}+b\,e^{-ikx}$ on the left and $t\,e^{ikx}$ on the right. Continuity gives $1+b=t$. Integrating the Schrödinger equation across the plane gives the jump in slope,

$$ikt-ik(1-b)=2Gt,\qquad G=\frac{mS}{\hbar^2}.$$

Insert $b=t-1$. The left side becomes $2ik(t-1)$, so

$$t=\frac{ik}{ik-G}=\frac{1}{1+iG/k},\qquad |t|^2=\frac{k^2}{k^2+G^2}.$$

With $r=G^2/k_F^2$, the reflection probability $P=1-|t|^2$ and its ratio to the transmission probability are

$$P(c)=\frac{r}{r+c^2},\qquad \frac{P}{1-P}=\frac{r}{c^2}.$$

At normal incidence, $c=1$, call the reflection probability $R_N$. Then $r=R_N/(1-R_N)$.

### From many boundaries to a scattering rate

Assume that there is no phase coherence between boundaries, so that probabilities add. For two planes with reflection $P_1,P_2$ and transmission $T_i=1-P_i$, summing over repeated internal reflections gives

$$T=T_1T_2\left(1+P_1P_2+P_1^2P_2^2+\dots\right)=\frac{T_1T_2}{1-P_1P_2}.$$

Therefore

$$\frac{1-T}{T}=\frac{1-P_1P_2-(1-P_1)(1-P_2)}{T_1T_2}
=\frac{P_1(1-P_2)+P_2(1-P_1)}{T_1T_2}=\frac{P_1}{T_1}+\frac{P_2}{T_2}.$$

The ratio "reflected over transmitted" is additive. A length $L$ containing $L/D$ planes has the ratio $(L/D)\,r/c^2$. A continuous medium that turns electrons back with probability $w$ per unit length has the ratio $wL$, by the same addition rule applied to thin slices. The two agree if

$$w=\frac{r}{c^2D}.$$

As long as probabilities add, replacing separate planes by a continuous medium is justified when an electron meets many planes between background collisions, $D\ll\lambda$. The addition rule is itself an assumption. If an electron stays phase coherent across three or more parallel planes, averaging over random phases gives less transmission than this rule, and the gap grows with the number of planes. Your film has $D=\lambda$, so this step needs a check, which is given below.

An electron advances along $x$ at speed $v_Fc$, where $v_F$ is the Fermi speed. It is therefore turned back at the rate $\Gamma=v_Fc\,w=v_Fr/(cD)$.

Now comes the factor of 2. Let $g_+$ and $g_-$ be the deviations from equilibrium of the populations at $+c$ and $-c$. Reflections exchange them:

$$\dot g_+=-\Gamma(g_+-g_-),\qquad \dot g_-=+\Gamma(g_+-g_-).$$

Subtracting,

$$\frac{d}{dt}(g_+-g_-)=-2\Gamma\,(g_+-g_-).$$

The current is carried by the difference $g_+-g_-$, and each reversal takes one electron from one side and adds it to the other. The current thus relaxes at $2\Gamma$. Adding the background rate $1/\tau_0$, with $\lambda=v_F\tau_0$,

$$\frac1{\tau(c)}=\frac1{\tau_0}+\frac{2v_Fr}{D|c|}=\frac1{\tau_0}\left(1+\frac{\alpha}{|c|}\right),\qquad
\alpha=\frac{2\lambda}{D}\,\frac{R_N}{1-R_N}.$$

This is your result. The usual convention writes the same $\alpha$ without the 2, and so defines a different parameter $R$. Equating the two expressions,

$$\frac{R}{1-R}=\frac{2R_N}{1-R_N}\quad\Longrightarrow\quad R_N=\frac{R}{2-R}.$$

To verify the last form, set $q=R/[2(1-R)]$. Then $R_N=q/(1+q)=R/(2-2R+R)$. Within this model, $R$ is a fit parameter that increases with the strength of the boundary, while $R_N$ is the reflection probability at normal incidence.

### From the rate to the formula

Assume a spherical Fermi surface and isotropic background scattering, and ignore the film surfaces for now. In a field $E$ along $x$, write the distribution of electrons (charge $-e$) as $f_0+g$. The linearized Boltzmann equation is

$$-eE\,v_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{g}{\tau(c)}\quad\Longrightarrow\quad g=eE\,\tau(c)\,v_x\frac{\partial f_0}{\partial\varepsilon}.$$

Isotropic scattering returns no net contribution to this equation, because $g$ is odd in $c$ and averages to zero over angle. The current density is the sum of $-e\,v_xg$ over states, so the conductivity is proportional to the angular average of $\tau(c)\,c^2$. Dividing by the same average with $\tau=\tau_0$,

$$\frac{\rho_0}{\rho}=\frac{\int_0^1\frac{c^2}{1+\alpha/c}\,dc}{\int_0^1c^2\,dc}=3\int_0^1\frac{c^3}{c+\alpha}\,dc\equiv F(\alpha).$$

Since $(c+\alpha)(c^2-\alpha c+\alpha^2)=c^3+\alpha^3$,

$$\frac{c^3}{c+\alpha}=c^2-\alpha c+\alpha^2-\frac{\alpha^3}{c+\alpha}.$$

Integrating term by term from 0 to 1 gives $\frac13-\frac\alpha2+\alpha^2-\alpha^3\ln\frac{1+\alpha}{\alpha}$, which is the bracket in your formula.

### There is one solution

The integral form settles this without any plotting:

$$F'(\alpha)=-3\int_0^1\frac{c^3}{(c+\alpha)^2}\,dc<0.$$

$F$ starts at $F(0)=1$ and falls steadily. It tends to zero, because $c+\alpha\ge\alpha$ implies $F\le\frac3\alpha\int_0^1c^3dc=\frac{3}{4\alpha}$. Every ratio $\rho/\rho_0>1$ therefore belongs to one positive $\alpha$. A ratio below 1 has no solution. It would point to a bulk reference that is too high for the metal inside your grains, or to a measured film resistivity that is too low.

### A starting value from the two limits

For weak boundaries, $\alpha\ll1$, the first two terms of the bracket give $F\approx1-\frac32\alpha$, so

$$\frac{\rho}{\rho_0}\approx1+\frac32\alpha.$$

Applied to your ratio, this gives $\alpha\approx1.38/1.5=0.92$. That is not small, so the estimate is outside its regime.

For strong boundaries, $\alpha\gg1$, expand $1/(c+\alpha)$ in powers of $c/\alpha$:

$$F=3\int_0^1\left(\frac{c^3}{\alpha}-\frac{c^4}{\alpha^2}+\frac{c^5}{\alpha^3}-\dots\right)dc
=\frac{3}{4\alpha}\left(1-\frac{4}{5\alpha}+\frac{2}{3\alpha^2}-\dots\right).$$

Inverting with $1/(1-x)=1+x+x^2+\dots$, where $x=\frac{4}{5\alpha}-\frac{2}{3\alpha^2}$,

$$\frac{\rho}{\rho_0}=\frac{4\alpha}{3}\left[1+\frac{4}{5\alpha}+\left(\frac{16}{25}-\frac23\right)\frac1{\alpha^2}+\dots\right]
=\frac{4\alpha}{3}+\frac{16}{15}-\frac{8}{225\,\alpha}+\dots$$

The first two terms give $\alpha\approx\frac34\left(2.38-\frac{16}{15}\right)=0.985$. The first omitted term has the small coefficient $8/225\approx0.036$, which suggests why this limit is useful even near $\alpha=1$. Both estimates point to $\alpha=1$ as a convenient starting value.

### The inversion

At $\alpha=1$,

$$F(1)=3\left(\frac13-\frac12+1-\ln2\right)=\frac52-3\ln2=0.420558.$$

For the slope, use $\frac{d}{d\alpha}\ln(1+\frac1\alpha)=\frac1{1+\alpha}-\frac1\alpha=-\frac{1}{\alpha(1+\alpha)}$. Then

$$F'(\alpha)=3\left[-\frac12+2\alpha-3\alpha^2\ln\left(1+\frac1\alpha\right)+\frac{\alpha^2}{1+\alpha}\right],$$

$$F'(1)=3\left(-\frac12+2-3\ln2+\frac12\right)=6-9\ln2=-0.238325.$$

The target is $1/2.38=0.420168$. One Newton step gives

$$\alpha=1+\frac{0.420168-0.420558}{-0.238325}\approx1.0016.$$

A full numerical root search gives 1.0016 as well. Solving $\alpha=(\lambda/D)R/(1-R)$ for $R$,

$$R=\frac{\alpha D}{\lambda+\alpha D}.$$

With $D=\lambda$ this is

$$\boxed{R=\frac{\alpha}{1+\alpha}=\frac{1.0016}{2.0016}\approx0.50}$$

in the usual convention. If you model the boundaries as delta planes, the same data mean

$$R_N=\frac{R}{2-R}\approx\frac{0.50}{1.50}\approx0.33.$$

So for delta planes one electron in three is reflected at normal incidence, not one in two. Oblique electrons are reflected more often. The average over the incident flux is $\int_0^1 2c\,P(c)\,dc=r\ln(1+1/r)\approx0.55$ for $r=0.50$. The value 0.33 also depends on the delta shape, which requires a boundary width $a$ with $k_Fa\ll1$. In copper $k_F\approx13.6$ nm⁻¹, so a boundary one atomic spacing wide does not meet this condition. Rectangular barriers fitted to the same ratio give $R_N\approx0.29$ for a width of 0.1 nm and $R_N\approx0.08$ for 0.25 nm. When you compare your value with another, or with a calculated reflection probability, state which definition and which angular average you use.

The resistivity ratio fixes $\alpha$, not $R$. If the ratio stayed at 2.38 but the grains were twice as large, $D=2\lambda$, then $\alpha$ would still be about 1 and $R$ would be about $2/3$. Fewer boundaries would have to reflect more strongly to give the same resistivity.

### Does the continuous-medium step survive at $D=\lambda$?

To check both this step and the factor of 2, I solved the kinetic equation numerically with separate, regularly spaced planes:

$$\lambda c\,\frac{\partial\chi}{\partial x}=\bar\chi(x)-\chi(x,c).$$

Here $\chi$ is the deviation of the distribution, expressed as a potential, and $\bar\chi$ is its average over all directions. At each plane, electrons are reflected with probability $P(c)$ and transmitted otherwise. Let $\chi$ fall by a fixed amount per period, with mean slope $-s$. Without planes the solution is $\chi=-sx+s\lambda c$, for which the angular average of $c\chi$ is $s\lambda/3$. The resistivity ratio is $s\lambda/3$ divided by that average with the planes present.

- For closely spaced planes, $D=0.02\lambda$, with $r=0.01$, the formula including the factor 2 has $\alpha=1$ and predicts $\rho/\rho_0=2.378$. The numerical solution gives 2.378. Without the factor 2, $\alpha$ would be 0.5 and the prediction 1.70.
- For $D=\lambda$ and $R_N=0.334$, the separate planes give 2.371 instead of 2.38, a difference of 0.4% of the ratio. Adjusting $R_N$ to restore 2.38 changes it from 0.334 to 0.335.

For regularly spaced planes without phase coherence between them, then, the continuous-medium step is harmless at your grain size.

### How measurement errors reach $R$

Take the logarithm of $R/(1-R)=\alpha D/\lambda$ and differentiate. Since $d\ln[R/(1-R)]=dR/[R(1-R)]$,

$$dR=R(1-R)\left(d\ln\alpha+d\ln D-d\ln\lambda\right).$$

At fixed $\rho$, $\rho_0$ and $\lambda$, an error in grain size enters with the coefficient $R(1-R)=0.25$. An overestimate of $D$ by 10% raises $R$ by about 0.025.

For an error in $\rho$ at fixed $\rho_0$, $\lambda$ and $D$, differentiate $F(\alpha)=\rho_0/\rho$. This gives $F'd\alpha=-F\,d\ln\rho$, hence

$$\frac{dR}{d\ln\rho}=R(1-R)\,\frac{F}{\alpha|F'|}\approx0.44.$$

A resistivity 5% too high raises $R$ by about 0.022. If you obtain $\rho$ as sheet resistance times thickness, a relative thickness error enters $\rho$ in full. By comparison, the rounding of the ratio itself is unimportant: values from 2.375 to 2.385 give $R$ from 0.4995 to 0.5013.

### Your film beside the model

Take rough room-temperature copper values: $\rho_0=1.7$ µΩ cm and a carrier density $n=8.5\times10^{28}$ m⁻³. The free-electron relation $\rho_0=m/(ne^2\tau_0)$, with $\lambda=v_F\tau_0$ and $mv_F=\hbar k_F$, gives

$$\lambda=\frac{\hbar k_F}{ne^2\rho_0},\qquad k_F=(3\pi^2n)^{1/3},$$

which is 38.7 nm, consistent with your 39 nm. The film resistivity is $2.38\times1.7=4.05$ µΩ cm, and a thickness of 200 nm makes the sheet resistance 0.202 Ω per square.

The inversion above assigns all of the excess resistance to the boundaries. Three other possible contributions can be sized with your numbers and simple assumptions.

**Film surfaces.** Suppose both surfaces scatter diffusely. Let $u>0$ be the cosine of the angle to the film normal. Electrons leaving a surface start with $g=0$ and recover their interior value over the depth $\ell=u\lambda/(1+\alpha/|c|)$, as $1-e^{-z/\ell}$. Averaging this over the thickness $h$ multiplies their contribution to the current by

$$\frac1h\int_0^h\left(1-e^{-z/\ell}\right)dz=1-\frac{\ell}{h}\left(1-e^{-h/\ell}\right).$$

Including this factor in the angular average, at unchanged $\alpha$, raises the ratio from 2.38 to 2.45. Since the measured ratio is 2.38, the boundaries must account for less of it, and the inversion gives $R=0.487$.

**Temperature.** Let the metal inside the grains have resistivity $b\rho_0$. With the product of resistivity and mean free path held fixed, its mean free path is $\lambda/b$. You must then solve $F(\alpha)=b/2.38$ and use $R/(1-R)=\alpha bD/\lambda$. If the film was 10 K warmer than a bulk reference at 300 K, and resistivity is taken as roughly proportional to temperature, then $b=310/300$ and $R=0.494$.

**Impurities.** If impurities add 10% to the resistivity inside the grains, $b=1.10$ and $R=0.481$.

The last two shifts have the same sign for a simple reason. Take the logarithm of $R/(1-R)=\alpha bD/\lambda$. To first order, raising $b$ lowers the ratio to be explained, which changes $\ln\alpha$ by $-F/(\alpha|F'|)\approx-1.76$ per unit of $\ln b$. The explicit factor $b$, from the shorter mean free path, adds $+1$ to the change of $\ln[R/(1-R)]$. The sum is negative, so $R$ falls.

Each of these three effects, taken alone, lowers $R$ by 0.006 to 0.020. They all act in the same direction, so if all three were present, $R$ would be about 0.46. A 10% uncertainty in grain size then widens this to roughly 0.43 to 0.48. The second digit is therefore not reliable, and even the first can change from 5 to 4. I would report $R\approx0.5$ in the usual convention, say that this assigns all of the excess resistance to the boundaries, and quote $D$, $\lambda$ and $\rho_0$ with it.

This estimate does not include the anisotropy of the real Fermi surface, the spread of grain sizes, phase coherence across several boundaries, the finite width of a real boundary, or boundaries that fail to conserve parallel momentum. Each of the last two changes the law $1+\alpha/|c|$ itself, so the fitted $R$ would then be an effective number and $R/(2-R)$ would no longer give a reflection probability. The inputs and the main values used here are listed in the numerical output below.

## Table of computed values

```
bulk resistivity rho0 (rough input)        1.70 uOhm cm
bulk mean free path lam (rough input)      39.0 nm
carrier density (rough input)              8.50e+28 1/m^3
free-electron mean free path from rho0     38.7 nm
boundary spacing D (input)                 39.0 nm
film thickness (input)                     200 nm
resistivity ratio rho/rho0 (input)         2.38 (no unit)
film resistivity rho                       4.046 uOhm cm
sheet resistance                           0.2023 Ohm/sq
target 1/ratio                             0.420168 (no unit)
F(1)                                       0.420558 (no unit)
1/F(1)                                     2.37779 (no unit)
F'(1)                                      -0.238325 (no unit)
alpha, one Newton step from 1              1.001638 (no unit)
alpha, full numerical root                 1.001640 (no unit)
R, usual convention                        0.50041 (no unit)
R for ratio 2.375                          0.4995 (no unit)
R for ratio 2.385                          0.5013 (no unit)
small-alpha estimate of alpha              0.9200 (no unit)
large-alpha estimate of alpha              0.9850 (no unit)
dR/dlnD                                    0.2500 (no unit)
dR/dln(rho)                                0.4409 (no unit)
change of R for +10% in D (linear)         0.0250 (no unit)
change of R for +5% in rho (linear)        0.0220 (no unit)
kinetic test: spacing D/lam                0.02 (no unit)
kinetic test: rho/rho0 at alpha=1          2.3778 (no unit)
prediction if factor 2 were omitted        1.7006 (no unit)
R_N of delta planes, homogenized           0.3337 (no unit)
kinetic rho/rho0 at D=lam, same R_N        2.3713 (no unit)
R_N of delta planes, discrete, D=lam       0.3351 (no unit)
rho/rho0 with diffuse surfaces added       2.4491 (no unit)
R re-inferred with diffuse surfaces        0.4872 (no unit)
R re-inferred, film 10 K warmer            0.4940 (no unit)
R re-inferred, 10% impurity resistivity    0.4806 (no unit)
```
